# Line-End Stress under Sinusoidal Current: the Inverse-Square-Root Frequency Law: a program that tests the result

```python
# Result under test: at a blocked end of a long metal line with current
# density j0*cos(w*t), the periodic stress has amplitude G0*sqrt(kappa/w)
# and lags the current by 45 degrees.
#   G0    = e*Z*rho*j0/Omega : peak electromigration driving gradient
#   kappa = D*B*Omega/(k*T)  : stress diffusivity
# D atomic diffusivity, B effective modulus, Omega atomic volume,
# Z effective charge number (magnitude), rho resistivity, w = 2*pi*f.
# Tension is positive; positive current drives atoms away from x = 0.
# Working units after conversion: um, s, MPa.
# The tests solve the atom conservation law by finite volumes.
import numpy as np
from scipy.constants import e, k
from scipy.linalg import solve_banded

# Rough typical values: passivated on-chip line, accelerated test
T = 573.0                  # K
D_cm2 = 1e-11              # cm2/s
B_GPa = 30.0               # GPa
Omega_nm3 = 0.012          # nm3
Z = 1.0
rho_uohmcm = 4.0           # uohm cm
j_MAcm2 = 1.0              # MA/cm2, peak
L = 100.0                  # um
f = 1e-3                   # Hz
width, height = 0.1, 0.2   # um
diel_um, diel_k = 1.0, 1.0  # um, W/(m K)
Ea = 0.9                   # eV, activation energy of D
mismatch = 1.5e-5          # 1/K, linear expansion mismatch

Omega = Omega_nm3 * 1e-27
rho = rho_uohmcm * 1e-8
j0 = j_MAcm2 * 1e10
B = B_GPa * 1e3            # MPa
kappa = D_cm2 * 1e-4 * B_GPa * 1e9 * Omega / (k * T) * 1e12
G0 = e * Z * rho * j0 / Omega * 1e-12
w = 2 * np.pi * f
A = G0 * np.sqrt(kappa / w)
depth = np.sqrt(2 * kappa / w)


def divergence(flux):
    """Net inflow of stress per cell; no flux through either line end."""
    out = np.zeros(len(flux) + 1, dtype=flux.dtype)
    out[:-1] += flux
    out[1:] -= flux
    return out


def cell_sizes(n):
    v = np.full(n + 1, L / n)
    v[0] = v[-1] = 0.5 * L / n
    return v


def banded(storage, link):
    """Tridiagonal matrix of storage minus diffusive exchange."""
    ab = np.zeros((3, len(storage)), dtype=storage.dtype)
    ab[0, 1:] = -link
    ab[2, :-1] = -link
    ab[1] = storage
    ab[1, :-1] += link
    ab[1, 1:] += link
    return ab


def periodic_profile(freq, n=5000):
    """Complex stress amplitude along the line, both ends blocked."""
    v = cell_sizes(n)
    link = np.full(n, kappa * n / L)
    matrix = banded(2j * np.pi * freq * v, link)
    source = divergence(np.full(n, kappa * G0, dtype=complex))
    return solve_banded((1, 1), matrix, source), v


STEPS = 400                # time steps per period
dt = 1 / (f * STEPS)


def march(drive, cycles, eps=0.0, n=2000):
    """End stress against time from zero stress; D = D0*exp(eps*stress)."""
    v = cell_sizes(n)
    dx = L / n
    s = np.zeros(n + 1)
    old = s.copy()
    end = [0.0]
    for m in range(cycles * STEPS):
        guess = 1.5 * s - 0.5 * old
        mobility = kappa * np.exp(eps * 0.5 * (guess[1:] + guess[:-1]))
        link = 0.5 * mobility / dx
        g = G0 * drive((m + 0.5) * dt)
        rhs = v * s / dt + divergence(link * np.diff(s) + mobility * g)
        new = solve_banded((1, 1), banded(v / dt, link), rhs)
        old, s = s, new
        end.append(s[0])
    return np.array(end)


# Frequency scan: conservation law against the closed finite-line formula
freqs = np.array([1e-7, 1e-6, 1e-5, 1e-4, 1e-3, 1e-2, 1e-1])
scan = np.array([periodic_profile(q)[0][0] for q in freqs])
wave = np.sqrt(2j * np.pi * freqs / kappa)
finite = G0 / wave * np.tanh(wave * L / 2)
assert np.all(np.abs(scan / finite - 1) < 2e-3)
plateau = G0 * L / 2
assert abs(abs(scan[0]) / plateau - 1) < 0.01
slope = np.polyfit(np.log(freqs[4:]), np.log(np.abs(scan[4:])), 1)[0]
assert abs(slope + 0.5) < 1e-3
f_cross = 2 * kappa / (np.pi * L**2)

# Depth of the stressed zone and thickness of metal displaced
profile, cells = periodic_profile(f)
x = np.linspace(0, L, len(profile))
decay = np.interp(depth, x, np.abs(profile)) / abs(profile[0])
assert abs(decay - np.exp(-1)) < 1e-3
half = len(x) // 2
moved = abs(np.sum(cells[:half] * profile[:half])) / B * 1e3
moved_formula = kappa * G0 / (w * B) * 1e3
assert abs(moved / moved_formula - 1) < 2e-3

# Time domain: cosine current from zero stress, last of six periods
cycles = 6
times = np.arange(cycles * STEPS + 1) * dt
cos_run = march(lambda t: np.cos(w * t), cycles)
last = slice(-STEPS, None)
fourier = 2 * np.mean(cos_run[last] * np.exp(-1j * w * times[last]))
lag = -np.degrees(np.angle(fourier))
assert abs(abs(fourier) / A - 1) < 3e-3
assert abs(lag - 45) < 0.2

# Sine start: slowly fading offset on top of the periodic stress
sin_run = march(lambda t: np.sin(w * t), cycles)
periodic_end = A * np.sin(w * times[-1] - np.pi / 4)
offset = sin_run[-1] - periodic_end
offset_formula = A / np.sqrt(np.pi * w * times[-1])
assert abs(offset / offset_formula - 1) < 0.01
first_peak = sin_run[:STEPS + 1].max()

# Direct current of the same peak density for one period
dc_run = march(lambda t: 1.0, 1)[-1]
dc_formula = 2 * G0 * np.sqrt(kappa / (f * np.pi))
assert abs(dc_run / dc_formula - 1) < 5e-3

# Neglected effects, for the numbers of the example
eps = Omega / (k * T) * 1e6            # per MPa
bent = march(lambda t: np.cos(w * t), cycles, eps)
tension_change = 100 * (bent[last].max() / cos_run[last].max() - 1)
compress_change = 100 * (bent[last].min() / cos_run[last].min() - 1)
assert max(abs(tension_change), abs(compress_change)) < 100 * eps * A
heating = j0**2 * rho * height * 1e-6 * diel_um * 1e-6 / diel_k
D_heat = 100 * (np.exp(Ea * e / k * (1 / T - 1 / (T + heating))) - 1)
thermal_stress = 3 * B * mismatch * heating
f_width = kappa / (np.pi * width**2)
assert depth > 10 * width and L > 10 * depth

print(f"Temperature: {T:.0f} K")
print(f"Atomic diffusivity: {D_cm2:.1e} cm2/s")
print(f"Effective modulus: {B_GPa:.0f} GPa")
print(f"Atomic volume: {Omega_nm3:.3f} nm3")
print(f"Effective charge number (magnitude): {Z:.1f}")
print(f"Resistivity: {rho_uohmcm:.1f} uohm cm")
print(f"Peak current density: {j_MAcm2:.1f} MA/cm2")
print(f"Line length: {L:.0f} um")
print(f"Line width, height: {width:.1f}, {height:.1f} um")
print(f"Frequency: {f*1e3:.1f} mHz")
print(f"Angular frequency: {w:.4e} rad/s")
print(f"Thermal energy kT: {k*T/e:.5f} eV")
print(f"Stress diffusivity kappa: {kappa:.5f} um2/s")
print(f"Driving gradient G0: {G0:.4f} MPa/um")
print(f"Length sqrt(kappa/w): {np.sqrt(kappa/w):.4f} um")
print(f"Decay depth sqrt(2 kappa/w): {depth:.4f} um")
print(f"Stress amplitude, formula: {A:.3f} MPa")
print(f"Stress amplitude, time simulation: {abs(fourier):.3f} MPa")
print(f"Lag, time simulation: {lag:.2f} degrees")
print(f"Amplitude ratio at decay depth, simulation: {decay:.4f}")
print(f"Displaced thickness amplitude, formula: {moved_formula:.4f} nm")
print(f"Displaced thickness amplitude, simulation: {moved:.4f} nm")
for q, s in zip(freqs, scan):
    long_line = G0 * np.sqrt(kappa / (2 * np.pi * q))
    print(f"f = {q:.0e} Hz: simulated {abs(s):.3f} MPa, "
          f"long-line formula {long_line:.3f} MPa")
print(f"Log-log slope, 1 mHz to 100 mHz, simulation: {slope:.4f}")
print(f"Low-frequency plateau G0 L/2: {plateau:.2f} MPa")
print(f"Crossing frequency of asymptotes: {f_cross*1e6:.3f} uHz")
print(f"Direct current, one period, formula: {dc_formula:.3f} MPa")
print(f"Direct current, one period, simulation: {dc_run:.3f} MPa")
print(f"Sine start, highest stress in first period: {first_peak:.3f} MPa")
print(f"Sine start, offset after {cycles} periods, formula: "
      f"{offset_formula:.3f} MPa")
print(f"Sine start, offset, simulation: {offset:.3f} MPa")
print(f"Neglected: Omega*A/(kT) = {100*eps*A:.2f} %")
print(f"  resulting change of peak tension: {tension_change:.2f} %")
print(f"  resulting change of peak compression: {compress_change:.2f} %")
print(f"Dielectric thickness {diel_um:.1f} um, "
      f"conductivity {diel_k:.1f} W/(m K)")
print(f"Activation energy {Ea:.1f} eV, "
      f"expansion mismatch {mismatch*1e6:.0f} ppm/K")
print(f"Neglected: Joule heating at current peak: {heating:.2f} K")
print(f"  resulting rise of diffusivity: {D_heat:.2f} %")
print(f"  resulting thermal stress, size: {thermal_stress:.2f} MPa")
print(f"  thermal stress over amplitude: {100*thermal_stress/A:.1f} %")
print(f"Frequency where depth equals line width: {f_width:.2f} Hz")
print("OK")
```

Output:

```
Temperature: 573 K
Atomic diffusivity: 1.0e-11 cm2/s
Effective modulus: 30 GPa
Atomic volume: 0.012 nm3
Effective charge number (magnitude): 1.0
Resistivity: 4.0 uohm cm
Peak current density: 1.0 MA/cm2
Line length: 100 um
Line width, height: 0.1, 0.2 um
Frequency: 1.0 mHz
Angular frequency: 6.2832e-03 rad/s
Thermal energy kT: 0.04938 eV
Stress diffusivity kappa: 0.04551 um2/s
Driving gradient G0: 5.3406 MPa/um
Length sqrt(kappa/w): 2.6912 um
Decay depth sqrt(2 kappa/w): 3.8059 um
Stress amplitude, formula: 14.372 MPa
Stress amplitude, time simulation: 14.371 MPa
Lag, time simulation: 45.00 degrees
Amplitude ratio at decay depth, simulation: 0.3679
Displaced thickness amplitude, formula: 1.2893 nm
Displaced thickness amplitude, simulation: 1.2893 nm
f = 1e-07 Hz: simulated 267.005 MPa, long-line formula 1437.247 MPa
f = 1e-06 Hz: simulated 264.591 MPa, long-line formula 454.498 MPa
f = 1e-05 Hz: simulated 162.999 MPa, long-line formula 143.725 MPa
f = 1e-04 Hz: simulated 45.460 MPa, long-line formula 45.450 MPa
f = 1e-03 Hz: simulated 14.372 MPa, long-line formula 14.372 MPa
f = 1e-02 Hz: simulated 4.545 MPa, long-line formula 4.545 MPa
f = 1e-01 Hz: simulated 1.437 MPa, long-line formula 1.437 MPa
Log-log slope, 1 mHz to 100 mHz, simulation: -0.5000
Low-frequency plateau G0 L/2: 267.03 MPa
Crossing frequency of asymptotes: 2.897 uHz
Direct current, one period, formula: 40.651 MPa
Direct current, one period, simulation: 40.651 MPa
Sine start, highest stress in first period: 19.291 MPa
Sine start, offset after 6 periods, formula: 1.321 MPa
Sine start, offset, simulation: 1.319 MPa
Neglected: Omega*A/(kT) = 2.18 %
  resulting change of peak tension: -0.30 %
  resulting change of peak compression: 0.30 %
Dielectric thickness 1.0 um, conductivity 1.0 W/(m K)
Activation energy 0.9 eV, expansion mismatch 15 ppm/K
Neglected: Joule heating at current peak: 0.80 K
  resulting rise of diffusivity: 2.57 %
  resulting thermal stress, size: 1.08 MPa
  thermal stress over amplitude: 7.5 %
Frequency where depth equals line width: 1.45 Hz
OK
```
